# Why extended-volume crystallization theory counts phantom nuclei: test program

```python
"""Phantom nuclei in extended-volume (KJMA) crystallization theory.

Result under test: for Poisson nucleation attempts (rate I) and equal isotropic
growth speed G from zero size, a point is untransformed with probability
u = exp(-X), X = mean number of ALL attempts in its backward cone.
Real nuclei alone have mean A < X, are not Poisson, and exp(-A) is wrong.
Film: J = I * thickness is the attempt rate per area. v = speed of seeded front.
Units: micrometre (um), hour (h), eV, K.
"""
import numpy as np
from math import pi, exp, sqrt, factorial
from scipy.integrate import quad, trapezoid
from scipy.special import beta, gamma
from scipy.constants import k as k_B, e as q_e

rng = np.random.default_rng(20241)
thickness, I_rate, G, v_front, T = 0.1, 1.0, 0.1, 0.5, 873.0
J = I_rate * thickness
BALL = {2: pi, 3: 4 * pi / 3}


def extended(t, dim=2, rate=J, speed=G):
    return rate * BALL[dim] * speed**dim * t**(dim + 1) / (dim + 1)


def real_mean(t, dim=2, rate=J, speed=G):
    """Mean number of real nuclei in the backward cone, by quadrature."""
    def integrand(s):
        return (rate * exp(-extended(s, dim, rate, speed))
                * BALL[dim] * (speed * (t - s))**dim)
    return quad(integrand, 0, t, epsabs=1e-12)[0]


def real_mean_series(X, dim):
    m = dim + 1
    return X * sum((-X)**n / factorial(n) * m * beta(m * n + 1, m)
                   for n in range(40))


def grow_real_only(dim, box, cells, rate, speed, t_end, steps, swept=None):
    """Nucleate only in untransformed cells of a periodic lattice."""
    a = box / cells
    offset = np.arange(-cells, cells)
    offset = (offset + cells // 2) % cells - cells // 2
    squares = np.meshgrid(*[(a * offset)**2] * dim, indexing="ij")
    travel = np.sqrt(sum(squares)) / speed
    shape = (cells,) * dim
    arrival = np.full(shape, np.inf)
    count = np.zeros(shape)
    if swept is None:
        swept = np.full(shape, np.inf)
    planted, dt = 0, t_end / steps
    for step in range(steps):
        t0 = step * dt
        free = np.flatnonzero(np.minimum(arrival, swept).ravel() > t0)
        if free.size == 0:
            break
        number = rng.poisson(rate * a**dim * free.size * dt)
        births = np.sort(t0 + dt * rng.random(number))
        for birth, site in zip(births, rng.choice(free, number)):
            index = np.unravel_index(site, shape)
            if min(arrival[index], swept[index]) <= birth:
                continue                      # cell crystallized meanwhile
            view = travel[tuple(slice(cells - i, 2 * cells - i) for i in index)]
            np.minimum(arrival, view + birth, out=arrival)
            count += view <= t_end - birth
            planted += 1
    return arrival, count, planted / box**dim


def mean_and_error(samples):
    samples = np.asarray(samples, float)
    return samples.mean(0), samples.std(0, ddof=1) / sqrt(len(samples))


# --- series for the mean real count against quadrature, film and volume
for dim in (2, 3):
    for t in (0.7, 1.2):
        X = extended(t, dim, 1.0, 1.0)
        assert abs(real_mean(t, dim, 1.0, 1.0) - real_mean_series(X, dim)) < 1e-8
small = 1e-3
coef = {d: (small - real_mean_series(small, d)) / small**2 for d in (2, 3)}
assert abs(coef[2] - 1 / 20) < 1e-4 and abs(coef[3] - 1 / 70) < 1e-4

# --- self-consistent theory that leaves phantoms out
grid = np.linspace(0, 14, 1401)
u_naive = np.ones_like(grid)
for n in range(1, grid.size):
    kernel = J * pi * G**2 * (grid[n] - grid[:n + 1])**2
    u_naive[n] = exp(-trapezoid(kernel * u_naive[:n + 1], grid[:n + 1]))

print("film thickness %.1f um, T %.0f K" % (thickness, T))
print("I %.1f /um3/h, J %.2f /um2/h" % (I_rate, J))
print("G %.2f um/h, front speed v %.2f um/h" % (G, v_front))
print("X-A over X^2 at small X: film %.5f, volume %.5f" % (coef[2], coef[3]))
print("t(h)  X  A  exp(-X)  exp(-A)  self-consistent without phantoms")
for t in (6, 8, 10, 12, 14):
    X, A = extended(t), real_mean(t)
    naive = np.interp(t, grid, u_naive)
    assert A < X and exp(-A) > exp(-X) and naive > exp(-X)
    print("%2d  %.4f  %.4f  %.4f  %.4f  %.4f" % (t, X, A, exp(-X), exp(-A), naive))

# --- film simulation without phantoms
t_obs = 14.0
rows = []
for _ in range(80):
    arrival, count, density = grow_real_only(2, 30.0, 120, J, G, t_obs, 70)
    rows.append([np.mean(arrival > t_obs), count.mean(), (count**2).mean(), density])
m, err = mean_and_error(rows)
X, A = extended(t_obs), real_mean(t_obs)
real_density = J * quad(lambda s: exp(-extended(s)), 0, t_obs)[0]
variance = m[2] - m[1]**2
assert abs(m[0] - exp(-X)) < 4 * err[0] + 0.001
assert exp(-A) - m[0] > 5 * err[0]
assert abs(m[1] - A) < 4 * err[1] + 0.005 and X - m[1] > 5 * err[1]
assert abs(m[3] - real_density) < 4 * err[3] + 0.002
assert variance < 0.95 * m[1]
print("film simulation at %.0f h, nucleation in amorphous only:" % t_obs)
print("  untransformed %.4f +- %.4f" % (m[0], err[0]))
print("  real nuclei in cone: mean %.3f +- %.3f" % (m[1], err[1]))
print("  variance of that count %.3f" % variance)
print("  real nuclei %.3f /um2 (formula %.3f)" % (m[3], real_density))
print("  attempts %.3f, phantoms %.3f /um2" % (J * t_obs, J * t_obs - real_density))

# --- the same in three dimensions, reduced units I = G = 1
t3 = 1.4
rows = []
for _ in range(100):
    arrival, count, density = grow_real_only(3, 7.0, 28, 1.0, 1.0, t3, 40)
    rows.append([np.mean(arrival > t3), count.mean()])
m3, err3 = mean_and_error(rows)
X3, A3 = extended(t3, 3, 1.0, 1.0), real_mean(t3, 3, 1.0, 1.0)
assert abs(m3[0] - exp(-X3)) < 4 * err3[0] + 0.001
assert abs(m3[1] - A3) < 4 * err3[1] + 0.005 and X3 - m3[1] > 4 * err3[1]
print("volume simulation, I = G = 1, t = %.1f (reduced units):" % t3)
print("  X %.3f, A %.3f, simulated real mean %.3f +- %.3f" % (X3, A3, m3[1], err3[1]))
print("  exp(-X) %.4f, exp(-A) %.4f" % (exp(-X3), exp(-A3)))
print("  simulated untransformed %.4f +- %.4f" % (m3[0], err3[0]))


# --- does removing phantoms change the transformed set?
def with_and_without_phantoms(law, t, box=20.0, runs=15, points=2000):
    result = []
    for _ in range(runs):
        n = rng.poisson(J * box**2 * t)
        place, birth = box * rng.random((n, 2)), np.sort(t * rng.random(n))
        angle = pi * rng.random((n, 1))

        def travel(targets):
            d = targets[None] - place[:, None]
            d -= box * np.round(d / box)
            x, y = d[..., 0], d[..., 1]
            if law == "ellipse":              # axis ratio 2, same area
                c, s = np.cos(angle), np.sin(angle)
                x, y = (c * x + s * y) / sqrt(2), (c * y - s * x) * sqrt(2)
            r = np.hypot(x, y)
            return r**2 / (G**2 * t) if law == "parabolic" else r / G

        between = travel(place)
        real = np.zeros(n, bool)
        for j in range(n):
            real[j] = not np.any(real[:j] & (between[:j, j] <= birth[j] - birth[:j]))
        hit = travel(box * rng.random((points, 2))) <= t - birth[:, None]
        result.append([1 - hit.any(0).mean(), 1 - hit[real].any(0).mean()])
    return np.mean(result, 0)


t_ref = 10.0
print("untransformed at %.0f h with / without phantom grains:" % t_ref)
for law in ("linear", "parabolic", "ellipse"):
    both = with_and_without_phantoms(law, t_ref)
    if law == "linear":
        assert abs(both[1] - both[0]) < 1e-12
    else:
        assert both[1] - both[0] > 1e-4
    print("  %s growth: %.4f / %.4f" % (law, both[0], both[1]))

# --- seeded lateral front competing with random grains
length = v_front * gamma(4 / 3) * (3 / (pi * J * G**2))**(1 / 3)
box, cells, t_end = 30.0, 120, 18.0
a = box / cells
x = a * ((np.arange(cells) + cells // 2) % cells - cells // 2)
swept = np.repeat((np.abs(x) / v_front)[:, None], cells, axis=1)
last = int(round(v_front * t_end / a))
rows = []
for _ in range(40):
    arrival, _, _ = grow_real_only(2, box, cells, J, G, t_end, 90, swept)
    clear = arrival > swept
    upper = lower = 0.0
    for side in (clear[np.arange(last + 1)], clear[-np.arange(last + 1)]):
        path = np.logical_and.accumulate(side, axis=0)
        upper += trapezoid(side.mean(1), dx=a) / 2
        lower += trapezoid(path.mean(1), dx=a) / 2
    rows.append([upper, lower])
mf, ef = mean_and_error(rows)
assert abs(mf[0] - length) < 4 * ef[0] + 0.01
assert mf[1] < mf[0]
print("epitaxial length, upper bound: formula %.3f um" % length)
print("  simulated upper bound %.3f +- %.3f um" % (mf[0], ef[0]))
print("  simulated clear-path lower bound %.3f +- %.3f um" % (mf[1], ef[1]))

# --- size of neglected effects
u_ref = exp(-extended(t_ref))
z = (np.arange(200) + 0.5) * thickness / 200
h = np.abs(z[:, None] - z[None])
cone = pi * (G**2 * t_ref**3 / 3 - h**2 * t_ref + 2 * h**3 / (3 * G))
u_slab = np.exp(-I_rate * thickness * cone.mean(1)).mean()
r0 = 0.001
u_size = exp(-quad(lambda s: J * pi * (r0 + G * s)**2, 0, t_ref)[0])
delay = 3.0
u_delay = exp(-extended(t_ref - delay))
E_nuc, E_grow, E_front, dT = 5.0, 3.0, 2.7, 5.0
inv = lambda temp: q_e / (k_B * temp)
shift = inv(T) - inv(T + dT)
u_hot = exp(-extended(t_ref) * exp((E_nuc + 2 * E_grow) * shift))
length_hot = length * exp((E_front - (E_nuc + 2 * E_grow) / 3) * shift)
assert abs(u_slab - u_ref) < 0.02 and abs(u_size - u_ref) < 0.02
print("neglected effects on untransformed fraction at %.0f h:" % t_ref)
print("  reference %.4f" % u_ref)
print("  finite film thickness: %.4f" % u_slab)
print("  nucleus radius %.3f um: %.4f" % (r0, u_size))
print("  incubation %.0f h: %.4f" % (delay, u_delay))
print("  length bound with incubation: %.3f um" % (length + v_front * delay))
print("  rough activation energies, eV: nucleation %.1f" % E_nuc)
print("    grain growth %.1f, front %.1f" % (E_grow, E_front))
print("  %.0f K hotter: %.4f, length bound %.3f um" % (dT, u_hot, length_hot))
print("done: every assertion held")
```

Running it gives:

```
film thickness 0.1 um, T 873 K
I 1.0 /um3/h, J 0.10 /um2/h
G 0.10 um/h, front speed v 0.50 um/h
X-A over X^2 at small X: film 0.04999, volume 0.01428
t(h)  X  A  exp(-X)  exp(-A)  self-consistent without phantoms
 6  0.2262  0.2237  0.7976  0.7996  0.7995
 8  0.5362  0.5227  0.5850  0.5929  0.5929
10  1.0472  0.9984  0.3509  0.3685  0.3683
12  1.8096  1.6745  0.1637  0.1874  0.1871
14  2.8735  2.5638  0.0565  0.0770  0.0766
film simulation at 14 h, nucleation in amorphous only:
  untransformed 0.0549 +- 0.0010
  real nuclei in cone: mean 2.573 +- 0.010
  variance of that count 2.127
  real nuclei 0.870 /um2 (formula 0.872)
  attempts 1.400, phantoms 0.528 /um2
volume simulation, I = G = 1, t = 1.4 (reduced units):
  X 4.023, A 3.840, simulated real mean 3.833 +- 0.028
  exp(-X) 0.0179, exp(-A) 0.0215
  simulated untransformed 0.0187 +- 0.0008
untransformed at 10 h with / without phantom grains:
  linear growth: 0.3576 / 0.3576
  parabolic growth: 0.2157 / 0.2268
  ellipse growth: 0.3506 / 0.3515
epitaxial length, upper bound: formula 4.397 um
  simulated upper bound 4.380 +- 0.022 um
  simulated clear-path lower bound 3.363 +- 0.021 um
neglected effects on untransformed fraction at 10 h:
  reference 0.3509
  finite film thickness: 0.3527
  nucleus radius 0.001 um: 0.3498
  incubation 3 h: 0.6982
  length bound with incubation: 5.897 um
  rough activation energies, eV: nucleation 5.0
    grain growth 3.0, front 2.7
  5 K hotter: 0.0900, length bound 4.087 um
done: every assertion held
```
